# Herzberg–Teller intensity of benzene's forbidden lowest singlet transition

## 1. What symmetry allows

Benzene's ground state, \(|0\rangle\), is totally symmetric (A1g). Its lowest excited singlet, \(|1\rangle\), is B2u. With the atoms at azimuths \(\phi=0,60^\circ,\dots\), B2u transforms like \(\sin3\phi\): it changes sign under a 60° rotation and under the mirror \(\phi\to-\phi\) through atoms, and is even under reflection in the molecular plane.

Let \(\boldsymbol\mu_{01}(Q)\) be the electronic transition dipole at nuclear distortion \(Q\), with real wavefunctions whose signs are followed continuously from the hexagon. Applying a symmetry operation \(g\) to nuclei and electrons together gives

\[
\boldsymbol\mu_{01}(gQ)=\chi(g)\,g\,\boldsymbol\mu_{01}(Q),
\]

where \(\chi(g)=\pm1\) is the B2u character. Put \(Q=0\) and let \(g\) be the rotation by \(\alpha=60^\circ\). The in-plane dipole must equal minus its rotated self, that is, itself turned by 240°, so it is zero. The normal component must equal minus itself, so it is zero too.

Now take the part linear in \(Q\). Write \(\mu_\pm=\mu_x\pm i\mu_y\). The rotation multiplies the right-hand side for \(\mu_+\) by

\[
-e^{i\alpha}=e^{3i\alpha}e^{i\alpha}=e^{4i\alpha}=e^{-2i\alpha},
\]

because \(e^{6i\alpha}=1\). Hence \(\mu_+\) can be linear only in distortion amplitudes that acquire \(e^{-2i\alpha}\). Since an in-plane dipole and B2u are both even under reflection in the plane, these distortions are planar. They are the e2g vibrations.

They can be counted directly. The carbon ring and the hydrogen ring each have one radial and one tangential pattern with this phase, which makes four amplitudes. With their complex conjugates they form four real degenerate pairs. Planar translations carry \(e^{\pm i\alpha}\) and the planar rotation carries 1, so none of the four is lost.

A normal dipole would need an out-of-plane distortion that alternates around the ring and is odd under \(\phi\to-\phi\). The alternating pattern on the atoms is even under that mirror, so there is no such vibration. "Non-totally-symmetric" is thus necessary but not sufficient: at first order the active vibrations are e2g.

For one pair with orthonormal real coordinates \(Q_a,Q_b\), put \(Q_\pm=Q_a\pm iQ_b\). Then \(\mu_+=cQ_-\), and since the dipole is real, \(\mu_-=c^*Q_+\). Therefore

\[
|\boldsymbol\mu_{01}|^2=\mu_+\mu_-=|c|^2(Q_a^2+Q_b^2).
\]

Each partner has the same slope \(d=|c|\), and the two induced dipoles are perpendicular. Choosing \(Q_a\) even under \(\phi\to-\phi\), the mirror turns \(\mu_+=cQ_-\) into \(-\mu_-=cQ_+\), so \(c^*=-c\). The constant is imaginary, and separate contributions to it can differ only by real factors. This will matter when routes interfere.

## 2. The simplest case: one dark and one bright state

Let a coordinate \(Q\) couple the dark state \(|1\rangle\) to a bright state \(|b\rangle\) lying higher by \(\Delta=E_b-E_1>0\):

\[
H=\begin{pmatrix}E_1&vQ\\ vQ&E_b\end{pmatrix}.
\]

The lower eigenstate is \(\cos\theta|1\rangle-\sin\theta|b\rangle\), with \(\tan2\theta=2vQ/\Delta\). If \(|0\rangle\) does not change, its transition dipole is \(-\mu_{0b}\sin\theta\), and

\[
\sin^2\theta=\tfrac12\left[1-\frac{1}{\sqrt{1+4x^2}}\right]=x^2-3x^4+\cdots,\qquad x=\frac{vQ}{\Delta}.
\]

For small \(x\) the dark state borrows the fraction \(x^2\) of the bright strength. For large \(x\) the fraction in this two-state model saturates at one half. The linear law therefore requires a coupling much smaller than the gap.

The nuclei now supply \(Q\). For a mass-weighted coordinate, \(H_{\rm vib}=\tfrac12(P^2+\omega^2Q^2)\) and \(Q=\sqrt{\hbar/2\omega}\,(a+a^\dagger)\), so

\[
\langle v+1|Q|v\rangle=\sqrt{\frac{\hbar(v+1)}{2\omega}},\qquad
\langle v-1|Q|v\rangle=\sqrt{\frac{\hbar v}{2\omega}}.
\]

Here both electronic states are given the same frequency. No linear shift of the minimum occurs: the e2g force in a nondegenerate state vanishes by symmetry. Since \(\langle0|Q|0\rangle=0\), the electronic origin is absent. A cold molecule absorbs one quantum above it. Even if the frequencies differ, the origin stays dark, because both lowest vibrational functions are even and \(Q\) is odd.

## 3. All electronic states

Let \(V_k=\partial H/\partial Q_k\) at the hexagon. Insert \(|1(Q)\rangle=|1\rangle+Q_k|1'\rangle\) into the Schrödinger equation and collect terms linear in \(Q_k\):

\[
(H_0-E_1)|1'\rangle=(E_1'-V_k)|1\rangle .
\]

Project on \(\langle n|\) with \(n\ne1\). The term in \(E_1'\) drops out by orthogonality, and

\[
\langle n|1'\rangle=\frac{\langle n|V_k|1\rangle}{E_1-E_n}.
\]

Normalization of real states gives \(\langle1|1'\rangle=0\). The same steps apply to \(|0\rangle\). Differentiating \(\langle0(Q)|\boldsymbol\mu|1(Q)\rangle\) by the product rule yields

\[
\boldsymbol\mu'_k=
\sum_{n\ne1}\frac{\boldsymbol\mu_{0n}\langle n|V_k|1\rangle}{E_1-E_n}
+\sum_{n\ne0}\frac{\langle0|V_k|n\rangle\boldsymbol\mu_{n1}}{E_0-E_n}
+\left\langle0\left|\frac{\partial\boldsymbol\mu}{\partial Q_k}\right|1\right\rangle .
\]

In the first sum an e2g distortion mixes E1u states into \(|1\rangle\), borrowing allowed dipoles from the ground state. In the second it mixes E2g states into \(|0\rangle\), borrowing allowed dipoles from E2g to B2u. If only \(|b\rangle\) is kept, the first sum gives \(-\mu_{0b}v/\Delta\), the small-\(x\) limit of Section 2.

The last term vanishes. With fixed electron coordinates, the dipole depends on \(Q\) only through a nuclear term, a number multiplying \(\langle0|1\rangle=0\). In a site model \(\boldsymbol\mu=-e\sum_i\mathbf R_i(n_i-1)\), where \(n_i\) is the electron number on site \(i\), and the term contains \(\langle0|n_i|1\rangle\). The mirror through atom \(i\) leaves \(n_i\) and \(|0\rangle\) unchanged but reverses \(|1\rangle\), so this element is also zero.

## 4. From dipole slope to oscillator strength

For a line of energy \(\mathcal E\), averaged over molecular orientation,

\[
f_{\rm line}=\frac{2m}{3\hbar^2e^2}\,\mathcal E\,|\boldsymbol\mu_{\rm line}|^2,
\]

with \(m\) the electron mass. Let \(E_{00}\) be the energy of the missing origin. A mode in level \(v\) gives lines at \(E_{00}\pm\hbar\omega_k\), with squared elements proportional to \(v+1\) and \(v\). With \(\bar n_k=1/(e^{\hbar\omega_k/k_BT}-1)\), the thermal average is

\[
(\bar n_k+1)(E_{00}+\hbar\omega_k)+\bar n_k(E_{00}-\hbar\omega_k)
=(2\bar n_k+1)E_{00}+\hbar\omega_k .
\]

Since \(2\bar n_k+1=\coth(\hbar\omega_k/2k_BT)\),

\[
\boxed{f=\frac{2m}{3\hbar^2e^2}\sum_k|\boldsymbol\mu'_k|^2\frac{\hbar}{2\omega_k}
\left[E_{00}\coth\frac{\hbar\omega_k}{2k_BT}+\hbar\omega_k\right].}
\]

The sum runs over both partners of every pair. Different modes do not interfere, because each term changes the quantum number of its own mode and so reaches a different final state.

At \(T=0\) the bracket becomes \(E_{00}+\hbar\omega_k\), the cold line alone. For \(k_BT\gg\hbar\omega_k\), \(\coth\) tends to \(2k_BT/\hbar\omega_k\), and a mode's leading contribution grows as \(T/\omega_k^2\). Soft modes have larger amplitudes and respond more to heating.

The formula omits progressions in totally symmetric modes. In the Condon approximation for those modes, they divide each line among several whose overlap factors sum to one. The dipole strength is kept, while the energy factor changes.

The dipole strength has a more general form. Summing over a complete set of vibrational states of the excited surface gives

\[
\sum_{v'}|\langle v'|\boldsymbol\mu_{01}(Q)|v\rangle|^2
=\langle v|\,|\boldsymbol\mu_{01}(Q)|^2\,|v\rangle .
\]

The excited-state frequencies have disappeared. Sums over a numerically diagonalized oscillator confirm both the thermal line sum and this independence of frequency. The identity also offers a check on linearization: average the unexpanded dipole over the ground-state vibration.

## 5. A second case: a fixed substituent

A substituent can break the hexagonal symmetry even when the nuclei are at rest. Let a weak static perturbation \(W\), even under reflection in the molecular plane, replace \(Q_kV_k\). The algebra of Section 3 then gives a fixed dipole \(\boldsymbol\mu_s\), linear in the e2g part of \(W\). Neglect any shift of the two electronic states' minima along the e2g modes; such shifts are also linear in \(W\) and would add to the origin's amplitude. The origin then appears with strength \(|\boldsymbol\mu_s|^2\) at leading order. With \(\boldsymbol\mu_{01}=\boldsymbol\mu_s+\sum_k\boldsymbol\mu'_kQ_k\), the cross terms in the total dipole strength contain \(\langle v|Q_k|v\rangle=0\). If the slopes and harmonic modes of the unsubstituted ring are retained, static and vibrational strengths add.

## 6. A model ring, and a hidden selection rule

For numbers, take six π electrons on six sites:

\[
\begin{aligned}
H={}&\sum_{i<j,\sigma}t(r_{ij})(a_{i\sigma}^\dagger a_{j\sigma}+a_{j\sigma}^\dagger a_{i\sigma})
+\frac U2\sum_i(n_i-1)^2\\
&+\sum_{i<j}\gamma(r_{ij})(n_i-1)(n_j-1),
\end{aligned}
\]

\[
t(r)=-t_0e^{-(r-r_0)/\xi},\qquad
\gamma(r)=\frac{U}{\sqrt{1+(4\pi\varepsilon_0Ur/e^2)^2}} .
\]

The round parameters are \(t_0=2.40\) eV, \(r_0=1.40\) Å, \(\xi=0.50\) Å and \(U=11.0\) eV. All 175 singlet states are included. Each CH group moves as one 13 u unit, with constants of 40 eV/Å² for bond stretching and 6 eV/rad² for bending. Such a ring has two e2g pairs instead of four. Omitted are σ electrons, separate hydrogen motion and geometry-dependent site energies, so the results are not predictions for measured benzene.

Suppose first that electrons hop only between opposite sublattices (odd and even sites). Consider the pairing transformation \(a_{i\sigma}\to(-1)^ia_{i\sigma}^\dagger\). It gives

\[
a_{i\sigma}^\dagger a_{j\sigma}\to(-1)^{i+j}a_{i\sigma}a_{j\sigma}^\dagger
=-(-1)^{i+j}a_{j\sigma}^\dagger a_{i\sigma}\qquad(i\ne j).
\]

Hopping between opposite sublattices is unchanged, while 1,3 hopping reverses sign. Also \(n_i-1\to-(n_i-1)\), so the repulsion is unchanged and the dipole reverses. Without 1,3 hopping, a dipole can therefore connect only states of opposite pairing parity, whatever the bond lengths.

To find the parity of B2u, use ring orbitals \(c_m^\dagger=6^{-1/2}\sum_je^{im\phi_j}a_j^\dagger\), with \(m\) defined modulo 6. The transformation takes \(c_m\) to \(c_{3-m}^\dagger\). The two leading excitations that can form a B state,

\[
X=\sum_\sigma c_{2\sigma}^\dagger c_{-1\sigma},\qquad
Y=\sum_\sigma c_{-2\sigma}^\dagger c_{1\sigma},
\]

become \(X\to\sum_\sigma c_{1\sigma}c_{-2\sigma}^\dagger=-Y\) and \(Y\to-X\). The mirror \(\phi\to-\phi\) exchanges them, so B2u is \(X-Y\). This combination is unchanged by pairing and has the same parity as the ground state. The transition stays dark under distortion as long as the two states connect continuously to these leading configurations.

The interacting model bears this out. At fixed finite distortions along the e2g coordinates, the largest dipole is 0.029 eÅ with 1,3 hopping and zero to rounding error without it. The 1,3 hopping is \(-0.309\) eV at the hexagon. In this model that modest term decides whether borrowing occurs at all.

## 7. Reading the numbers

The B2u gap at the hexagon is 4.010 eV, used here for \(E_{00}\). The ground-state vibrational frequencies are used for both electronic states. Changes of frequency and zero-point energy on excitation are thus neglected, and the line positions below are approximate. The bright E1u pair lies at 6.643 eV and has \(f=1.47\). Slopes from the sum over states agree with finite differences of dipoles from distorted rings, and the other planar vibrations have zero slope within numerical error.

The low e2g pair has a quantum of 0.0657 eV, zero-point amplitude \(\sqrt{\hbar/2\omega}=0.1784\) Å√u per partner, and slope \(d=0.09345\) e/√u. Its mean-square dipole is

\[
2(0.09345)^2(0.1784)^2=5.56\times10^{-4}\ e^2\text{Å}^2 .
\]

With the dipole expressed in eÅ, the prefactor is 0.08749 eV⁻¹Å⁻². The cold line at \(4.0097+0.0657\approx4.075\) eV, or 304 nm, therefore has

\[
f=0.08749\times4.075\times5.56\times10^{-4}=1.98\times10^{-4}.
\]

The high pair has \(d=0.03976\) e/√u and amplitude 0.1055 Å√u. At 4.197 eV it gives

\[
f=0.08749\times4.197\times2(0.03976)^2(0.1055)^2=1.29\times10^{-5}.
\]

The total at 0 K is \(2.11\times10^{-4}\), about \(1.4\times10^{-4}\) of the bright strength.

At 300 K the low mode has \(\bar n=0.0856\). Its cold line grows by the factor 1.0856 to \(2.15\times10^{-4}\), and a hot line of \(1.64\times10^{-5}\) appears at \(4.0097-0.0657=3.944\) eV. The high mode hardly changes. The total becomes \(2.45\times10^{-4}\), a rise of 16% relative to 0 K.

The routes interfere. For the low pair, the bright E1u states supply 114.8% of the final amplitude, other excited states \(-1.2\%\), and ground-state mixing \(-13.6\%\). For the high pair the shares are 143.2%, \(-0.8\%\) and \(-42.4\%\). By Section 1 these amplitudes are collinear, so keeping the bright route alone multiplies the intensities by \(1.148^2=1.32\) and \(1.432^2=2.05\). The bright pair dominates, but the two-state estimate is poor for the high mode. As a causal test, raising only the bright pair in energy changed the slopes as its own denominator predicts.

The size of the mixing follows from the same data. The dipole of one bright partner is

\[
|\mu_{0b}|=\sqrt{\frac{1.4665}{2\times0.08749\times6.643}}=1.12\ e\text{Å}.
\]

The bright-route slope for the low mode is \(1.148\times0.09345=0.1073\) e/√u. Multiplying by the amplitude 0.1784 Å√u and dividing by 1.12 eÅ gives \(x_{\rm rms}=0.017\). The dark state thus contains about \(3\times10^{-4}\) of bright character per low-mode partner.

Finally, the unexpanded dipole was averaged over the four e2g coordinates, with the other vibrations held fixed. With amplitudes reduced to one tenth, the strength exceeds the linear result by 0.04%. At full zero-point amplitude the excess is 4.4%, from a three-point quadrature in each coordinate. The hundredfold growth is roughly what a correction quadratic in amplitude should show.

Two-state saturation cannot explain this excess. For one Gaussian coordinate \(\langle x^4\rangle=3\langle x^2\rangle^2\), so the term \(-3x^4\) changes the strength by \(-9x_{\rm rms}^2\approx-0.26\%\). When both partners of the low pair move, \(x^2\) becomes \(x_a^2+x_b^2\) and the change is \(-12x_{\rm rms}^2\approx-0.35\%\). Either way it has the wrong sign and is too small. The calculation does not identify the source of the excess.

The first-order result becomes unreliable when distortion couplings approach the electronic gaps, when the states come close enough for the adiabatic separation to fail, or when a small linear slope leaves second-order terms competitive. The remaining values are in the numerical output below.

## Computed results

```
hopping magnitude at reference distance: 2.40 eV
reference distance: 1.40 A
hopping decay length: 0.50 A
on-site repulsion: 11.0 eV
1,3 hopping: -0.3090 eV
1,4 hopping: -0.1459 eV
mass of one ring unit: 13.0 u
stretch constant: 40.0 eV/A^2
bend constant: 6.0 eV/rad^2
temperature: 300 K
thermal energy kT: 0.02585 eV
f prefactor: 0.087489 1/(eV A^2)
singlet states in the model: 175
benzene e2g pairs (in-plane dipole): 4
benzene b1g modes (normal dipole): 0
B2u gap E00: 4.0097 eV
bright E1u gap: 6.6434 eV
bright E1u f, both partners: 1.4665
static B2u dipole: 3.6e-16 e A
largest inactive-mode slope: 1.4e-10 e/sqrt(u)
low e2g quantum: 0.06567 eV
low e2g zero-point rms Q: 0.17840 A sqrt(u)
low e2g slope d, sum over states: 0.093451 e/sqrt(u)
low e2g slope d, finite difference: 0.093451 e/sqrt(u)
low e2g share, bright E1u pair: 114.8 %
low e2g share, other excited: -1.2 %
low e2g share, ground mixing: -13.6 %
low e2g cold line: 4.0753 eV
low e2g cold line f, pair: 1.9819e-04
low e2g occupation at T: 0.08558
low e2g hot line f at T, pair: 1.6415e-05
high e2g quantum: 0.18768 eV
high e2g zero-point rms Q: 0.10553 A sqrt(u)
high e2g slope d, sum over states: 0.039760 e/sqrt(u)
high e2g slope d, finite difference: 0.039760 e/sqrt(u)
high e2g share, bright E1u pair: 143.2 %
high e2g share, other excited: -0.8 %
high e2g share, ground mixing: -42.4 %
high e2g cold line: 4.1973 eV
high e2g cold line f, pair: 1.2930e-05
high e2g occupation at T: 0.00070
high e2g hot line f at T, pair: 8.2850e-09
low e2g cold line wavelength: 304.2 nm
total f at 0 K: 2.1112e-04
total f at T: 2.4452e-04
f at T / f at 0 K: 1.1582
f at 0 K / bright f: 1.440e-04
distorted dipole, with 1,3 hopping: 0.02882 e A
distorted dipole, without it: 1.4e-15 e A
full/linear strength, 0.1 amplitude: 1.00040
full/linear strength, full amplitude: 1.0444
```
